# Why dimethylaluminium dimethylamide dimerizes through nitrogen rather than methyl bridges

Place one atom between two aluminium atoms and let it try to bond to both. Each aluminium points one orbital at it. Suppose for the moment that all orbitals have the same energy, taken as zero, and that an aluminium orbital and a bridge orbital facing each other are coupled by $-b$, with $b>0$. Overlap between orbitals and repulsion between electrons are left out.

If the middle atom has one orbital $c$, it must serve both neighbours. Let the amplitudes of a molecular orbital be $a_1$ and $a_2$ on the aluminium atoms and $c$ on the bridge. Then

$$Ea_1=-bc,\qquad Ec=-b(a_1+a_2),\qquad Ea_2=-bc .$$

The lowest solution has $a_1=a_2=a$. The first equation gives $a=-bc/E$. Putting this in the second gives $Ec=2b^2c/E$, so $E^2=2b^2$ and the lowest energy is $-\sqrt2\,b$. Two electrons there have energy $-2\sqrt2\,b=-2.828b$.

If the middle atom has two orbitals, each facing one aluminium, there are two separate pairs of orbitals. For one pair, $Ea=-bc$ and $Ec=-ba$, so $E=\pm b$. Each lower level holds two electrons, and the four electrons have energy $-4b$.

The first bridge is a methyl group and the second an amide nitrogen. What matters for dimerization is the gain over the monomer, in which one ordinary bond, worth $-2b$, is already present. The methyl bridge gains $0.828b$ and the nitrogen bridge $2b$. In this model, with the same $b$ for both bridges, nitrogen does better because it brings a second electron pair.

## Counting the electrons

In the monomer Me$_2$Al–NMe$_2$, aluminium forms three bonds. It has six electrons in its valence shell and one empty orbital. Nitrogen forms three sigma bonds, two to carbon and one to aluminium, and keeps a lone pair. A methyl carbon on aluminium has four bonds, three to hydrogen and one to aluminium, and no lone pair.

Count with neutral fragments, so that an ordinary bond takes one electron from each partner. For one bridge:

- Nitrogen supplies three electrons, one for its ordinary bond and two from its lone pair. Aluminium supplies one. Four electrons serve two Al–N contacts.
- Methyl supplies one electron and aluminium one. Two electrons serve two Al–C contacts.

The nitrogen bridge therefore has an ordinary bond and a dative bond, meaning a bond whose two electrons both come from one partner. The dimer has two nitrogen bridges and so two dative bonds. The label belongs to the counting: in the symmetric ring all four Al–N bonds are equal, and none can be picked out as the dative one. Counting with ions gives the same totals. An amide ion brings two pairs to the bridge, a methide ion one.

The methyl bridge is called electron-deficient because one pair holds three atoms together, a three-centre two-electron bond.

The octet of aluminium does not settle the matter. With nitrogen bridges, each aluminium has two terminal bonds and two ring bonds, eight electrons. With methyl bridges it has two terminal bonds and a part in two three-centre pairs. If each shared pair is counted in full, that is again eight. The difference lies in how many contacts each pair must hold.

The count for the whole molecule agrees. The dimer contains two Al, two N, eight C and twenty-four H, with

$$2(3)+2(5)+8(4)+24(1)=72$$

valence electrons, or 36 pairs. With nitrogen bridges there are 24 C–H, 4 N–C, 4 terminal Al–C and 4 bridging Al–N contacts: 36 contacts for 36 pairs. In the isomer with methyl bridges there are 24 C–H, 4 N–C, 2 terminal Al–C, 2 terminal Al–N and 4 bridging Al–C contacts, again 36. But each terminal nitrogen now keeps a lone pair, so 34 pairs are left for 36 contacts. Bridging through methyl leaves two pairs on the terminal nitrogens while the bridges are two pairs short.

## Allowing for polar bonds

Nitrogen and carbon hold electrons more strongly than aluminium does. Let the bridge orbital lie at $-D$, with $D\ge0$, while the aluminium orbital stays at zero. Write $p=D/2$.

For one aluminium orbital and one bridge orbital,

$$Ea=-bc,\qquad (E+2p)c=-ba .$$

Multiplying the second equation by $E$ and using the first gives $E(E+2p)=b^2$. Completing the square, $(E+p)^2=p^2+b^2$, so the lower level is

$$E=-p-R_1,\qquad R_1=\sqrt{p^2+b^2}.$$

For the nitrogen bridge, the open state has one bond, $-2p-2R_1$, and a lone pair of two electrons at $-D=-2p$, which adds $-4p$. The closed state has two bonds, $-4p-4R_1$. The gain is the open energy minus the closed energy:

$$G_N=(-6p-2R_1)-(-4p-4R_1)=2(R_1-p).$$

For the methyl bridge, the symmetric solution now obeys $E(E+2p)=2b^2$, because the bridge orbital couples to two aluminium orbitals. Its lower level is $-p-R_2$ with $R_2=\sqrt{p^2+2b^2}$. The gain is

$$G_C=(-2p-2R_1)-(-2p-2R_2)=2(R_2-R_1).$$

To compare the two, multiply and divide each difference by the matching sum. Since $R_1^2-p^2=b^2$ and $R_2^2-R_1^2=b^2$,

$$G_N=\frac{2b^2}{R_1+p},\qquad G_C=\frac{2b^2}{R_2+R_1}.$$

The numerators are equal, and $p<R_2$ makes the first denominator smaller. Hence $G_N>G_C$ for every finite $D$, provided both bridges have the same $b$ and the same $D$. Direct diagonalization for $D$ between 0 and $8b$ reproduces both formulas and this order.

At $D=0$ the ratio of the gains is $1+\sqrt2$, about 2.4. At $D=2b$ the gains are $0.828b$ and $0.636b$, a ratio of 1.3. When $D$ is much larger than $b$, all three quantities $p$, $R_1$ and $R_2$ approach $D/2$, and both gains approach $2b^2/D$. A very deep bridge orbital gives up little of its charge to either aluminium, and then sharing one pair costs little.

This limit shows where the argument can fail. Nitrogen is more electronegative than carbon, so its $D$ should be larger. A nitrogen bridge with $D=2b$ gains $2(\sqrt2-1)b$, the same as a methyl bridge with $D=0$ and equal $b$. If nitrogen lay deeper still, this model would favour that methyl bridge; against a methyl bridge with $D=0.9b$ the crossing comes at $D\approx2.2b$. Counting electrons fixes the type of bond; the energy also depends on how deep the orbitals lie and how strongly they couple.

## What the nitrogen gives up

The open state above treats the nitrogen lone pair as idle. In the planar monomer it can also donate sideways into the empty orbital of its own aluminium, a pi interaction. Call that coupling $-b_\pi$. In the dimer the same aluminium orbital is taken up by the other bridge, so this stabilization is lost.

The lone pair then starts at $-2p-2\sqrt{p^2+b_\pi^2}$ instead of $-4p$. It ends, as before, in a bond of energy $-2p-2R_1$. The gain becomes

$$G_N'=2\left(\sqrt{p^2+b^2}-\sqrt{p^2+b_\pi^2}\right).$$

For $b_\pi=0$ this returns $G_N$. For $b_\pi=b$ nothing is gained, since one bond has been exchanged for another just as good. At $D=0$ nitrogen stays ahead of methyl when $2(b-b_\pi)>2(\sqrt2-1)b$, that is, when

$$b_\pi<(2-\sqrt2)\,b=0.586b .$$

The threshold falls as the bonds become polar: it is $0.45b$ when both bridges have $D=2b$, and $0.44b$ at the depths estimated below. To beat the methyl bridge, nitrogen therefore needs the new sigma bond to be clearly better than the pi interaction it replaces. Whether it is must come from a calculation that includes both.

## Finding the pairs in computed molecules

To keep the calculation small, the methyl groups that do not take part in the comparison are replaced by hydrogen. One dimer is made from two H$_2$Al–NH$_2$ molecules bridged through nitrogen, the other from two H$_2$Al–CH$_3$ molecules bridged through carbon. Hydrogen can itself bridge aluminium atoms. At the MP2/6-31G* level used below, without superposition correction and at an unoptimized geometry, the hydrogen-bridged dimer of H$_2$Al–CH$_3$ is bound by about 140 kJ/mol, twice the methyl-bridged value, although it too has one pair per bridge. The number of pairs alone does not fix the strength. The methyl-bridged model is therefore held in a symmetric form for comparison and is not claimed to be the most stable arrangement of its atoms.

The two dimers have the same number of electrons, 48, and the same number of valence pairs, 12. The nitrogen-bridged dimer has 12 contacts between neighbours: 4 Al–H, 4 N–H and 4 Al–N. The methyl-bridged one has 14: 4 Al–H, 6 C–H and 4 Al–C. It is two pairs short.

The occupied orbitals of a molecule can be mixed among themselves without changing its total electron density. Choosing the mixture that makes each orbital as compact as possible turns them into recognizable bonds. This was done for the Hartree–Fock orbitals of both dimers, as a test of the count. The nitrogen dimer has four bridge pairs, each with 20.6% of its density on one aluminium and 2.0% on the other. The methyl dimer has two, each with 17.2% on each aluminium. The first are two-centre bonds and the second three-centre bonds, as the count requires.

The shares also give a rough value of $D/b$. For the two-orbital bond, $c/a=-E/b=(p+R_1)/b$. The aluminium share is therefore

$$\frac{a^2}{a^2+c^2}=\frac{b^2}{b^2+(p+R_1)^2}=\frac{R_1-p}{2R_1}=\frac12\left(1-\frac{p}{R_1}\right).$$

The middle step uses $b^2=(R_1-p)(R_1+p)$ above and $b^2+(p+R_1)^2=2R_1(R_1+p)$ below. A share of 0.206 gives $p/R_1=0.588$, so $p=0.73b$ and $D\approx1.5b$.

In the three-centre bond the two aluminium orbitals act as one symmetric orbital with coupling $\sqrt2\,b$. Their combined share is $\frac12(1-p/R_2)$. With $2\times0.172=0.344$ this gives $p/R_2=0.312$, $p=0.46b$ and $D\approx0.9b$. As expected, nitrogen is the more polar partner.

Putting these values into the gains gives $G_N\approx1.0b$ and $G_C\approx0.8b$. Nitrogen keeps its lead, but a narrow one, and this comparison assumes equal $b$ and no pi loss. How density is divided between atoms is also partly a convention. The shares above use symmetrically orthogonalized (Löwdin) basis functions; Mulliken or intrinsic-atomic-orbital shares give $D\approx1.9b$ for nitrogen and $1.3b$ to $1.5b$ for methyl, and gains of about $0.85b$ and $0.7b$. The orbital model explains why the bonds differ in kind; it is too crude to settle the energy.

## Comparing the energies

The energies come from second-order perturbation theory, MP2, which adds electron correlation to the Hartree–Fock description, in the modest 6-31G* basis. The Al–N or Al–C length was optimized in each molecule. The ring angles were held at chosen values, 92° at nitrogen and 77° at carbon, and the shapes of the groups were also fixed. The bridging lengths are 1.99 Å for Al–N and 2.15 Å for Al–C, against 1.79 Å and 1.98 Å in the monomers.

The dimerization energy is the energy of the dimer minus that of two monomers, so a negative value means binding. In a small basis, each half of a dimer borrows functions from the other half and appears too stable. This superposition error was estimated by giving each half the functions of the whole dimer. It is 64 kJ/mol for the nitrogen dimer and 33 kJ/mol for the methyl dimer. The corrected results are

$$\Delta E_N=-280.7+64.2=-216.5\ \text{kJ/mol},$$

$$\Delta E_C=-65.8+32.5=-33.3\ \text{kJ/mol}.$$

The decimals are kept only for the arithmetic. At the same geometries the larger 6-311+G* basis gives $-216$ and $-36$ kJ/mol, with superposition errors of 40 and 28 kJ/mol, so the corrected values move by up to 3 kJ/mol and the uncorrected nitrogen value by 25. Neither basis has polarization functions on hydrogen or f functions, so this agreement does not show that the values are converged. Both bridges bind, nitrogen far more strongly. The two values belong to different molecules, and a balanced reaction joins them:

$$[\mathrm{H_2Al(CH_3)}]_2+2\,\mathrm{H_2AlNH_2}\rightarrow[\mathrm{H_2Al(NH_2)}]_2+2\,\mathrm{H_2AlCH_3}.$$

Its energy is $\Delta E_N-\Delta E_C$, about $-183$ kJ/mol. The terminal amide on the left keeps its pi interaction, so the loss of that interaction is already charged to the nitrogen bridge. The new bonds more than repay it.

Each dimerization energy can be split in two. First the monomers are bent and stretched into the shapes they have in the dimer; then the deformed monomers are brought together:

$$\Delta E_N\approx179-396=-217\ \text{kJ/mol},$$

$$\Delta E_C\approx203-237=-33\ \text{kJ/mol},$$

with the last digits subject to rounding. The deformation costs are similar, and the methyl one is slightly the larger. The preference for nitrogen thus arises in the interaction: $-198$ kJ/mol per nitrogen bridge against $-118$ kJ/mol per methyl bridge. The first figure is the mean strength of one dative bond in the ring, measured from deformed monomers. It contains electrostatic attraction and repulsion between closed shells as well as orbital mixing, so it should not be set equal to $G_N$.

The methyl bridge looks weak partly because so much of its interaction is spent on deformation. In this geometry the axis of the methyl group points between the two aluminium atoms, and each Al–C line lies 38.5° away from it. For two monomers this tilt alone costs about 120 kJ/mol, against about 8 kJ/mol for the tilt of the amide. Bending at aluminium alone costs about as much, 118 kJ/mol against 73 in the nitrogen ring, and in the methyl case tilt and bending together cost some 70 kJ/mol less than their sum. Some of the cost may also come from the fixed group shapes. Relaxing the ring angle, the opening of the group and the methyl tilt one at a time, without superposition correction, strengthens the methyl dimer by about 7 kJ/mol, with a best ring angle near 73°, and changes the nitrogen value by about 1 kJ/mol. Full relaxation was not carried out.

Without correlation the exchange energy is $-246$ kJ/mol; with it, before the superposition correction, $-215$ kJ/mol. Before correction, correlation appears to strengthen the methyl dimer by 52 kJ/mol and the nitrogen dimer by 21 kJ/mol. Much of this is superposition error, which is larger at MP2 than at Hartree–Fock. With both levels corrected, correlation strengthens the methyl dimer by about 29 kJ/mol and weakens the nitrogen dimer by about 11 kJ/mol, moving the exchange energy from $-222$ to $-183$ kJ/mol. The preference for nitrogen survives at each of these levels.

## Both groups in one molecule

In the real compound, amide and methyl compete on the same aluminium atom. The closest small analogue is [HAl(CH$_3$)(NH$_2$)]$_2$, which can bridge through either group. Its isomers were built from the two model rings by replacing one terminal hydrogen on each aluminium, without further relaxation. Two orientations of the terminal amide were tried and the lower energy kept.

At the MP2 level in the smaller 3-21G basis, the nitrogen-bridged isomer is lower by 352 kJ/mol. The sign agrees with the exchange reaction, but the size is much larger. Most of the excess comes from the basis: in 3-21G, without superposition correction, the exchange reaction itself gives $-308$ kJ/mol instead of $-215$. About 44 kJ/mol remains. It may arise because the terminal amide now sits on a four-coordinate aluminium, whose formerly empty orbital is in use, so that its pi interaction is weakened in the methyl-bridged isomer too; strain in the unrelaxed structures may also contribute. These two effects were not separated, so the result supports the direction of the preference and not its size.

## The real compound and its vapour

Dimethylaluminium dimethylamide is known as a nitrogen-bridged dimer, while trimethylaluminium, which has no lone pair to offer, forms a methyl-bridged one. Splitting the latter in the gas takes roughly 85 kJ/mol, a rough measured figure. The hydrogen-substituted methyl model gives 33 kJ/mol, about 50 kJ/mol less. The replaced methyl groups, the small basis and the fixed shapes may all share in the gap, and a measured enthalpy is not the same quantity as an electronic energy. If the methyl side alone were strengthened by 50 kJ/mol, the exchange energy would fall from 183 to about 130 kJ/mol in favour of nitrogen. The order would remain.

In a vapour, pairing also costs entropy, because two freely moving molecules become one. For ideal-gas monomers of mass 101.13 u at 400 K and 1 Torr, chosen as an example of a warm, dilute vapour, the translational loss is 218.9 J/(mol K). Its free-energy cost is

$$400\ \text{K}\times0.2189\ \text{kJ/(mol K)}=87.6\ \text{kJ/mol}.$$

Set against the model energies, this leaves $-216.5+87.6\approx-129$ kJ/mol for nitrogen bridging and $-33.3+87.6\approx+54$ kJ/mol for methyl bridging. Rotation and vibration are missing from both sums, so they are not full free energies. For the rigid model molecules the rotational loss would add about 30 kJ/mol to each sum; the vibrational part was not calculated. They do show the scale: the nitrogen bridges are strong enough to outweigh the translational cost, and the model methyl bridges are not.

Crowding was also left untreated. The real amide carries two methyl groups on nitrogen and two on aluminium, and their repulsion in the ring was not calculated. Large enough groups could weaken the dimer or prevent it from forming, even though nitrogen still had the electrons for two bonds. The count says which bridge is supplied with enough pairs; it does not guarantee that there is room to build it. The main computed values are collected in the numerical output.

## Values computed for the example and the checks

```
orbital model D=0b: gain N 2.000 b, methyl 0.828 b
orbital model D=2b: gain N 0.828 b, methyl 0.636 b
real dimer: valence pairs 36
real dimer, N bridges: contacts 36, bonding pairs 36
real dimer, methyl bridges: contacts 36, bonding pairs 34
N model: electrons in dimer 48
N model: valence pairs 12, contacts 12
N model: localized bridge pairs 4
N bridge pair: shares on the two Al 20.6 and 2.0 %
N model: terminal Al-X 1.786 angstrom, bridging 1.985 angstrom
N model: chosen Al-X-Al angle 92 degrees
N dimerization RHF: -259.5 kJ/mol
N dimerization MP2: -280.7 kJ/mol
N superposition error: 64.2 kJ/mol
N dimerization MP2 corrected: -216.5 kJ/mol
N deformation of two monomers: 179.3 kJ/mol
N interaction corrected: -395.9 kJ/mol
N interaction per bridge: -197.9 kJ/mol
methyl model: electrons in dimer 48
methyl model: valence pairs 12, contacts 14
methyl model: localized bridge pairs 2
methyl bridge pair: shares on the two Al 17.2 and 17.2 %
methyl model: terminal Al-X 1.975 angstrom, bridging 2.147 angstrom
methyl model: chosen Al-X-Al angle 77 degrees
methyl dimerization RHF: -13.8 kJ/mol
methyl dimerization MP2: -65.8 kJ/mol
methyl superposition error: 32.5 kJ/mol
methyl dimerization MP2 corrected: -33.3 kJ/mol
methyl deformation of two monomers: 203.4 kJ/mol
methyl interaction corrected: -236.7 kJ/mol
methyl interaction per bridge: -118.3 kJ/mol
exchange to N bridges: RHF -245.7 kJ/mol
exchange to N bridges: MP2 -214.9 kJ/mol
exchange to N bridges: MP2 corrected -183.3 kJ/mol
isomers [HAl(CH3)(NH2)]2, N minus methyl bridges, MP2/3-21G: -352 kJ/mol
vapour: 400 K, 1 Torr, monomer mass 101.13 u
translational entropy lost: 218.9 J/(mol K)
its free-energy cost: 87.6 kJ/mol
```
